# Levinson's Theorem in One Dimension: The Half in the Even Channel

Take a square well on a line, of half-width \(a=2\) bohr and depth \(V_0=0.02\) Ry, and apply what s-wave scattering teaches: the phase shift at zero energy is \(\pi\) times the number of bound states, and a well with \(\sqrt{V_0}\,a<\pi/2\) holds none. Here \(\sqrt{V_0}\,a=0.2828\), so the prediction is no bound state, no phase shift at threshold, and a slow particle that passes the well undisturbed. The well in fact binds a state by 19.7 meV, its even phase shift tends to \(\pi/2\), and at \(k=10^{-3}\) bohr\(^{-1}\) it transmits a fraction \(7.0\times10^{-4}\) of the incident flux.

## The belief

The belief is that \(\delta(0)=\pi n\) holds in each channel whatever the dimension. Three things support it. An even potential on a line reduces to two half-line problems with the same differential equation as the s-wave radial problem of a muffin-tin sphere, and one of the two, the odd one, has the same boundary condition as well. Free motion has \(\delta=0\) and \(n=0\) in both channels. At fixed \(k\) the phase shift vanishes with the strength of the potential, so a jump of \(\pi/2\) from an arbitrarily weak well looks impossible. All three statements are true, and the conclusion fails for the even channel.

## Phase equation

In Rydberg units (\(\hbar^2/2m=1\), \(E=k^2\), lengths in bohr) the equation is \(-\psi''+U\psi=E\psi\). The potential \(U\) is even, bounded, piecewise continuous and zero for \(|x|>a\). On \(x\ge0\) the even solution starts from \(\psi=1,\ \psi'=0\) and equals a multiple of \(\cos(kx+\delta_+)\) for \(x>a\); the odd one starts from \(\psi=0,\ \psi'=1\) and goes as \(\sin(kx+\delta_-)\). The shifts are taken continuous in \(k\) with \(\delta(\infty)=0\), and \(n_\pm\) counts states with \(E<0\).

For the even solution write \(\psi=A\cos\theta\), \(\psi'=-kA\sin\theta\), with \(A>0\) because \(\psi\) and \(\psi'\) cannot vanish together. Differentiating both definitions and using \(\psi''=(U-k^2)\psi\) gives
\[
A'\cos\theta-A\theta'\sin\theta=-kA\sin\theta,\qquad -kA'\sin\theta-kA\theta'\cos\theta=(U-k^2)A\cos\theta .
\]
Multiplying the first by \(k\sin\theta\), the second by \(\cos\theta\), and adding removes \(A'\): \(-k\theta'=-k^2\sin^2\theta+(U-k^2)\cos^2\theta\). Hence
\[
\theta'=k-\frac{U}{k}\cos^2\theta,\qquad\theta(0)=0 .
\]
For the odd solution \(\psi=A\sin\theta\), \(\psi'=kA\cos\theta\), and the same elimination gives \(\theta'=k-(U/k)\sin^2\theta\), \(\theta(0)=0\). Where \(U=0\), \(\theta'=k\) and the two equations then force \(A'=0\), so \(\delta=\theta(a)-ka\) and
\[
\delta_+=-\frac1k\int_0^aU\cos^2\theta\,dx .
\]
This \(\delta\) depends continuously on \(k>0\) and obeys \(|\delta|\le\int_0^a|U|\,dx/k\), so it is the branch that vanishes at infinity. It also shows that \(U\le0\) gives \(\delta\ge0\) at every \(k\).

## The limit \(k\to0\)

An even solution has a node where \(\cos\theta=0\), and there \(\theta'=k>0\): odd multiples of \(\pi/2\) are crossed upward and never downward. Starting from 0, a solution with \(N\) nodes in \((0,a)\) and \(\psi(a)\ne0\) has \(N\pi-\pi/2<\theta(a)<N\pi+\pi/2\). The odd solution has nodes at multiples of \(\pi\), again with \(\theta'=k\), so \(N\pi<\theta(a)<(N+1)\pi\).

Let \(\psi_0\) be the zero-energy solution, \(N\) its number of nodes in \((0,a)\), and \(L=\psi_0'(a)/\psi_0(a)\). If \(\psi_0(a)=0\), the point \(a\) is moved outward, where \(\psi_0\) is a straight line of nonzero slope. The solution is analytic in \(E\) and its zeros are simple, so for small \(k\) the count stays \(N\) and \(L(E)=L+O(k^2)\). The definitions give \(\tan\theta(a)=-L(E)/k\) (even) and \(\cot\theta(a)=L(E)/k\) (odd), and \(ka\to0\). In the even channel \(L>0\) sends the tangent to \(-\infty\), the lower end of the window, \(L<0\) sends it to the upper end, and \(L=0\) leaves a tangent of order \(k\). In the odd channel the cotangent selects the ends in the same order.

| | \(L>0\) | \(L=0\) | \(L<0\) |
|---|---|---|---|
| \(\delta_+(0^+)/\pi\) | \(N-\tfrac12\) | \(N\) | \(N+\tfrac12\) |
| \(\delta_-(0^+)/\pi\) | \(N\) | \(N+\tfrac12\) | \(N+1\) |

The half has a geometric origin. For \(L\neq0\) the vector \((\psi,\psi'/k)\) at \(x=a\) turns onto its second axis as \(k\to0\). The odd solution starts on that axis, the even solution a quarter turn away.

## Counting bound states

Let \(\chi=\partial\psi/\partial E\). Differentiating the equation gives \(-\chi''+U\chi=E\chi+\psi\). Multiplying by \(\psi\) and subtracting \(\chi\) times the original equation leaves \((\chi\psi'-\psi\chi')'=\psi^2\). The starting values do not depend on \(E\), so \(\chi(0)=\chi'(0)=0\) and
\[
\frac{\partial L}{\partial E}=\frac{\psi\chi'-\chi\psi'}{\psi^2}\bigg|_a=-\frac{1}{\psi(a)^2}\int_0^a\psi^2dx .
\]
For \(E\le0\) an angle with a fixed scale replaces \(\theta\). In the even channel \(\psi=B\cos\varphi\), \(a\psi'=-B\sin\varphi\), \(\varphi(0)=0\). Differentiating the first definition at a node gives \(\varphi'=1/a>0\), so \(\varphi\) lies in the same windows as \(\theta\). From \(\tan\varphi(a)=-aL\),
\[
\frac{\partial\varphi(a)}{\partial E}=\cos^2\!\varphi\;\frac{a\int_0^a\psi^2dx}{B^2\cos^2\varphi}=\frac{a}{B^2}\int_0^a\psi^2dx>0 .
\]
For very negative \(E\), \(U-E\ge q^2\) with \(q\) large. The solution is then convex and nodeless, and \(\ell=\psi'/\psi\) obeys \(\ell'=U-E-\ell^2\ge\tfrac34q^2\) while \(0\le\ell\le q/2\). It reaches \(q/2\) within a distance \(2/(3q)\) and cannot fall back, so \(L\to+\infty\) and \(\varphi(a)\to-\pi/2\).

A bound state at \(E=-\kappa^2\) joins \(e^{-\kappa x}\), which requires \(L=-\kappa\), or \(F(E)\equiv\varphi(a)-\arctan\kappa a=j\pi\). Both terms of \(F\) increase with \(E\), from \(-\pi/2-\pi/2=-\pi\) to \(\varphi_0=\varphi(a)|_{E=0}\). The bound states are the integers \(j\ge0\) with \(j\pi<\varphi_0\). For \(L>0\) the tangent is negative, \(\varphi_0\) lies below \(N\pi\) in its window, and \(n=N\). For \(L=0\), \(\varphi_0=N\pi\) and \(n=N\); the solution with \(j=N\) sits at \(E=0\), is constant outside and is not normalizable, which is the half-bound state. For \(L<0\), \(n=N+1\). In the odd channel \(\cot\varphi(a)=aL\), \(\varphi(a)\) rises from 0, the matching condition \(\cot\varphi=-\kappa a\) reads \(\varphi-\pi/2-\arctan\kappa a=j\pi\), the left side again starts at \(-\pi\), and the three counts are the same. Since the exterior line \(\psi_0(a)[1+L(x-a)]\) vanishes at \(x=a-1/L\), beyond \(a\) when \(L<0\), \(n\) is the number of nodes of \(\psi_0\) on the whole half line.

Substituting these counts into the table gives
\[
L\ne0:\quad\delta_+(0^+)=\pi\left(n_+-\tfrac12\right),\quad\delta_-(0^+)=\pi n_- ;
\]
\[
L=0:\quad\delta_+(0^+)=\pi n_+,\quad\delta_-(0^+)=\pi\left(n_-+\tfrac12\right).
\]
Free motion has \(\psi_0=1\) and \(L_+=0\). It belongs to the exceptional line, which is why it agreed with the belief.

The approach to the limit follows from the same relations. With \(\theta=(n_+-\tfrac12)\pi+\epsilon\), \(\tan\theta=-\cot\epsilon\), so \(\tan\epsilon=k/L_+\); with \(\theta=n_-\pi+\epsilon\) the odd relation gives \(\tan\epsilon=k/L_-\). To first order in \(k\), \(\delta_\pm=\delta_\pm(0^+)-k(a-1/L_\pm)\), and \(a_e=a-1/L_+\) is the even scattering length.

## Why an attractive well binds

The theorem alone does not force binding; the sign of \(\delta_+\) must be added. Let \(U\le0\), negative on some interval, so that \(\delta_+\ge0\). If \(L_+\ne0\), then \(\pi(n_+-\tfrac12)\ge0\) and the integer \(n_+\) is at least 1. If \(L_+=0\) and \(n_+=0\), then \(N=0\), \(\psi_0>0\), and \(\psi_0'(a)=\int_0^aU\psi_0\,dx<0\), which contradicts \(L_+=0\). The odd channel gives \(\pi n_-\ge0\), which \(n_-=0\) satisfies. For a barrier, \(U\ge0\) and not zero, \(\psi_0\) is convex, \(N=0\), \(L_+>0\), and \(\delta_+(0^+)=-\pi/2\) with no bound state; a square barrier of 1 Ry has \(L_+=\tanh2=0.9640\) bohr\(^{-1}\).

When \(U\) changes sign, \(\delta_+\ge0\) is no longer guaranteed. The normalized even function \(\sqrt\beta\,e^{-\beta|x|}\) has kinetic energy \(\int\psi'^2dx=\beta^2\), and total energy \(\beta\,[\beta+2\int_0^aUe^{-2\beta x}dx]\). The bracket tends to \(\int U\,dx\) over the line as \(\beta\to0\), so \(\int U\,dx<0\) gives a negative upper bound on the ground state. For \(U=-0.5(1-t^2)(1-4t^2)\) Ry, \(t=x/a\), the integral is \(-0.5\cdot2a\,(1-\tfrac53+\tfrac45)=-0.2667\) Ry bohr, and quadrature at \(\beta=0.05\) bohr\(^{-1}\) gives the bound \(-0.0123\) Ry; the finite-difference method described below puts the state at \(-0.0357\) Ry.

## The square well

For \(U=-V_0\) set \(K^2=k^2+V_0\), \(K_0^2=V_0\). The even interior solution is \(\cos Kx\), so \(L(E)=-K\tan Ka\), and it has \(M=\lfloor Ka/\pi+\tfrac12\rfloor\) nodes, which centres the window on \(M\pi\). For \(\sin Kx\), \(L(E)=K\cot Ka\); \(\theta\) and \(Kx\) pass multiples of \(\pi\) together and have tangents of equal sign, so they share a quadrant. Therefore
\[
\delta_+=-ka+\arctan\!\Big[\frac Kk\tan Ka\Big]+M\pi,\qquad\delta_-=-ka+\arctan\!\Big[\frac kK\tan Ka\Big]+M\pi .
\]
For \(j\pi<K_0a<(j+\tfrac12)\pi\) the even solution has \(N=j\), \(L_+<0\); for \((j+\tfrac12)\pi<K_0a\le(j+1)\pi\) it has \(N=j+1\), \(L_+\ge0\). Both give \(n_+=j+1=\lceil K_0a/\pi\rceil\), as does \(K_0a=(j+\tfrac12)\pi\), where \(\psi_0(a)=0\) and moving \(a\) outward gives \(N=j+1\), \(L_+>0\). The odd solution has \(N=j\) for \(j\pi<K_0a<(j+1)\pi\), with \(L_-\) positive below \((j+\tfrac12)\pi\), zero there and negative above; at \(K_0a=(j+1)\pi\) moving \(a\) outward gives \(N=j+1\), \(L_->0\). Hence \(n_-=\lceil K_0a/\pi-\tfrac12\rceil\), which is zero up to \(K_0a=\pi/2\), a depth of 0.617 Ry.

Take \(V_0=4\) Ry, \(K_0a=4\). Since \(\pi<4<3\pi/2\), \(N=1\) and \(L_+=-2\tan4=-2.3156\) bohr\(^{-1}\), so \(n_+=2\), \(\delta_+(0^+)=\tfrac32\pi\), and \(a_e=2+1/2.3156=2.432\) bohr. The condition \(L=-\kappa\) is \(q\tan qa=\kappa\) with \(q^2=V_0-\kappa^2\), and bracketed root finding gives two levels, \(-3.608\) and \(-0.768\) Ry. The belief predicts \(2\pi\).

The table below uses neither the closed forms nor the theorem. The shifts come from fourth-order Runge–Kutta integration of the Schrödinger equation (800 steps on \([0,a]\)), followed continuously from \(k=30\) down to \(10^{-6}\) bohr\(^{-1}\), where they are quoted. The counts are negative eigenvalues of the finite-difference Hamiltonian on a half line (step 0.01 bohr, wall at \(R=300\) bohr). The transmission \(T\) at \(k=10^{-3}\) bohr\(^{-1}\) comes from integrating across the whole well. The two half-bound rows use the exact depths; at the rounded depths 0.617 and 2.467 Ry, \(T\) is already down to 0.978 and 0.862.

| \(V_0\) (Ry) | \(n_+\) | \(\delta_+/\pi\) | \(n_-\) | \(\delta_-/\pi\) | \(T\) |
|---|---|---|---|---|---|
| 0.02 | 1 | 0.5000 | 0 | 0.0000 | \(7.0\times10^{-4}\) |
| \(\pi^2/16\approx0.617\) (\(K_0a=\pi/2\)) | 1 | 0.5000 | 0 | 0.5000 | 1.000 |
| 1 | 1 | 0.5000 | 1 | 1.0000 | \(7.0\times10^{-6}\) |
| \(\pi^2/4\approx2.467\) (\(K_0a=\pi\)) | 1 | 1.0000 | 1 | 1.0000 | 1.000 |
| 4 | 2 | 1.5000 | 1 | 1.0000 | \(1.0\times10^{-6}\) |
| 7 | 2 | 1.5000 | 2 | 2.0000 | \(6.8\times10^{-7}\) |
| \(-1\) (barrier) | 0 | \(-0.5000\) | 0 | 0.0000 | \(5.4\times10^{-9}\) |

## The weak well

Let \(s=V_0a^2\ll1\) and \(y=q^2a^2=s-(\kappa a)^2\). The bound-state condition is \(\kappa a=\sqrt y\tan\sqrt y=y+y^2/3+O(y^3)\). At lowest order \(\kappa a=s\), so \(y=s-s^2+O(s^3)\) and \(\kappa a=s-s^2+s^2/3=s-\tfrac23s^2+O(s^3)\). For \(V_0=0.02\) Ry, \(s=0.08\) and \(\kappa=(0.08-\tfrac23\,0.08^2)/2=0.037867\) bohr\(^{-1}\), which is 0.5 % below the root \(0.038050\) bohr\(^{-1}\) of the full condition. The binding energy is \(0.038050^2=1.448\times10^{-3}\) Ry \(=19.7\) meV, and the decay length \(1/\kappa=26.3\) bohr is thirteen times \(a\): the state lives mostly outside the well.

For the phase put \(u=ka\ll1\) and \(X=V_0a/k=s/u\). Then \((Ka)^2=u^2+s\), \(M=0\), and \((K/k)\tan Ka=(X+u)(1+(Ka)^2/3+\dots)=X+u+sX/3+\dots\), where the dropped terms are smaller by a further factor \(u\) or \(s\). Expanding the arctangent about \(X\) and using \(uX^2=sX\),
\[
\delta_+\simeq\arctan X+\frac{u+sX/3}{1+X^2}-u=\arctan\frac{V_0a}{k}-\frac23\,\frac{sX}{1+X^2}.
\]
The correction peaks at \(s/3\) for \(X=1\). The largest deviation from \(\arctan X\) over the integrated range of \(k\) is \(2.7\times10^{-2}\), \(2.7\times10^{-3}\) and \(2.7\times10^{-4}\) rad for \(V_0=0.02\), 0.002 and 0.0002 Ry, which is \(s/3\) to two figures. At \(k=0.1\) bohr\(^{-1}\) these wells have \(\delta_+/\pi=0.1142\), 0.0125, 0.0013, vanishing with \(V_0\) as the belief expects. At \(k=10^{-6}\) they have 0.5000, 0.4999, 0.4992. The rise to \(\pi/2\) occupies \(k\lesssim V_0a\), a range that shrinks with the well while the height stays fixed, so the limits \(k\to0\) and \(V_0\to0\) do not commute.

## Reflection at threshold

With \(S_\pm=e^{2i\delta_\pm}\), the even solution is proportional to \(e^{-ik|x|}+S_+e^{ik|x|}\) and the odd one to \(\operatorname{sgn}(x)\,(S_-e^{ik|x|}-e^{-ik|x|})\). Half their sum is \(\tfrac12(S_++S_-)e^{ikx}\) for \(x>a\) and \(e^{ikx}+\tfrac12(S_+-S_-)e^{-ikx}\) for \(x<-a\). So \(t=\tfrac12(S_++S_-)\), \(r=\tfrac12(S_+-S_-)\), and \(T=|t|^2=\cos^2(\delta_+-\delta_-)\). With both \(L_\pm\neq0\), \(S_+\to-1\) and \(S_-\to1\), giving \(r\to-1\), and the first-order slopes give \(T\simeq k^2(1/L_+-1/L_-)^2\). The weak well has \(L_+=-K_0\tan K_0a=-0.0411\) and \(L_-=K_0\cot K_0a=0.4866\) bohr\(^{-1}\), so \(T\simeq10^{-6}(1/0.0411+1/0.4866)^2=7.0\times10^{-4}\), the tabulated value. A half-bound state in one channel makes \(\delta_+-\delta_-\) a multiple of \(\pi\) and \(T\to1\). Both channels cannot be exceptional together, because the Wronskian of the two zero-energy solutions equals 1 and would vanish at \(a\).

## Where the half goes

Put hard walls at \(\pm R\). The angle \(\varphi(R)\) rises with \(E\) from \(-\pi/2\), and the wall requires \(\varphi(R)=(j+\tfrac12)\pi\), so even level \(j=0,1,\dots\) has \(j\) nodes in \((0,R)\). At positive energy this reads \(kR+\delta_+=(j+\tfrac12)\pi\). When \(R\) lies beyond the last node of \(\psi_0\), the levels \(j<n_+\) are negative, and the lowest positive one obeys \(kR+\pi(n_+-\tfrac12)-ka_e=(n_++\tfrac12)\pi\) to first order in \(k\), or \(kR=\pi/(1-a_e/R)\), which holds for \(L_+\ne0\) and \(R\gg|a_e|\) (for the weak well, with \(a_e=26.3\) bohr, it gives \(kR/\pi=8.2\) at \(R=30\) bohr, where the level lies at 1.42). For \(V_0=1\) Ry, \(a_e=a+\cot(K_0a)/K_0=2+\cot2=1.5423\) bohr and \(kR/\pi=1/(1-1.5423/300)=1.0052\), which is also the finite-difference value; the free box gives 0.5000. Near threshold and for \(k|a_e|\ll1\) the exterior wave, continued inward if need be, has a node at \(x\simeq a_e\), close to the origin on the scale of \(1/k\), and the even levels fall at \(\pi,2\pi,\dots\) where the free ones fall at \(\pi/2,3\pi/2,\dots\). A count of states from the total phase therefore starts from \(\delta_++\delta_-=\pi(n_++n_--\tfrac12)\), or from \(\pi(n_++n_-)\) when a half-bound state is present in either channel.

The derivation used the finite range of \(U\), in the straight exterior \(\psi_0\) and in \(L(E)=L+O(k^2)\), and its evenness, in the split into channels. Long-range tails and asymmetric potentials lie outside it, as does binding when \(U\) changes sign and \(\int U\,dx\ge0\).

Numbers in the example were calculated in double precision.
